# Three-Photon Decay of Orthopositronium: Spectrum, Rate and Lifetime

## Problem

Orthopositronium is the spin-triplet 1S state of an electron and a positron. Use natural units, $\hbar=c=1$, with $e^2=4\pi\alpha$ and electron mass $m$. Let $x_i=\omega_i/m$ be the scaled photon energies.

(a) Find the three-photon annihilation amplitude at threshold and its square, summed over photon polarizations and averaged over the triplet states.

(b) Find the energy spectrum of the photons at leading order in $\alpha$.

(c) Find the total decay rate at the same order.

(d) One-loop corrections multiply the rate by $1-10.2866\,\alpha/\pi$. Taking this coefficient as given, find the lifetime in nanoseconds, and judge how far the rounded value depends on omitted higher orders.

## Solution

### The bound state

The relative momenta in the atom are of order $m\alpha$. When all photon energies are of order $m$, the annihilation amplitude $M$ varies with the relative momentum on the scale $m$, so at leading order it may be evaluated for particles at rest. Very soft photons are an exception, taken up with the spectrum in (b). With spinors normalized to $2m$, each particle contributes a factor $1/\sqrt{2m}$, and the decay amplitude is

$$\int\!\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)\,\frac{M}{2m}=\frac{\psi(0)\,M}{2m}.$$

The reduced mass is $m/2$, so the Bohr radius is $a=2/(m\alpha)$ and

$$|\psi(0)|^2=\frac1{\pi a^3}=\frac{m^3\alpha^3}{8\pi}.$$

The binding energy, of order $m\alpha^2$, is neglected in the total energy $2m$. With $d\Phi_3$ the three-photon phase space and $1/3!$ for identical photons,

$$\Gamma_0=\frac{|\psi(0)|^2}{4m^2}\,\frac1{3!}\int d\Phi_3\;\overline{\sum}|M|^2 .\tag{1}$$

### (a) The amplitude

Both particles have $p=(m,\mathbf 0)$. Let $\boldsymbol\epsilon_i$ be the polarization vector of outgoing photon $i$ (already conjugated if complex), with $\epsilon^0_i=0$ and $\boldsymbol\epsilon_i\cdot\mathbf k_i=0$. If the electron line emits photons 1, 2, 3 in this order, the internal momenta are $p-k_1$ and $p-k_1-k_2=k_3-p$. Up to an overall phase, this ordering gives

$$e^3\,\bar v\,\slashed\epsilon_3\frac{\slashed k_3-\slashed p+m}{-2m\omega_3}\slashed\epsilon_2\frac{\slashed p-\slashed k_1+m}{-2m\omega_1}\slashed\epsilon_1u,$$

since $(p-k_i)^2-m^2=-2m\omega_i$. Because $p\cdot\epsilon_i=0$, $\slashed p$ anticommutes with $\slashed\epsilon_i$. Hence

$$(\slashed p+m)\slashed\epsilon_1u=\slashed\epsilon_1(m-\slashed p)u=0,\qquad \bar v\slashed\epsilon_3(m-\slashed p)=\bar v(\slashed p+m)\slashed\epsilon_3=0.$$

Only $\slashed k_3$ and $-\slashed k_1$ survive in the numerators. Writing $k_i=\omega_in_i$ with $n_i=(1,\mathbf n_i)$, the photon energies cancel:

$$-\frac{e^3}{4m^2}\,\bar v\,\slashed\epsilon_3\slashed n_3\slashed\epsilon_2\slashed n_1\slashed\epsilon_1u .$$

In the Dirac representation $u=\sqrt{2m}\,(\xi,0)$ and $\bar v=\sqrt{2m}\,(0,-\eta^\dagger)$, so the lower-left $2\times2$ block of the matrix product is needed. Here $\slashed\epsilon=-\boldsymbol\gamma\cdot\boldsymbol\epsilon$ and $\slashed n=\gamma^0-\boldsymbol\gamma\cdot\mathbf n$. Also $\boldsymbol\gamma\cdot\mathbf a=J\otimes\boldsymbol\sigma\cdot\mathbf a$, where $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ and $J^2=-1$.

- Terms with one $\gamma^0$ contain four spatial matrices and are block diagonal, so they drop out.
- With two $\gamma^0$, the relation $\gamma^0\boldsymbol\gamma\gamma^0=-\boldsymbol\gamma$ leaves $+J^3=-J$, whose lower-left entry is $+1$.
- With no $\gamma^0$, the five minus signs leave $-J^5=-J$, whose lower-left entry is also $+1$.

The block is therefore

$$\sigma_{\epsilon_3}\sigma_{\epsilon_2}\sigma_{\epsilon_1}+\sigma_{\epsilon_3}\sigma_{n_3}\sigma_{\epsilon_2}\sigma_{n_1}\sigma_{\epsilon_1},\qquad \sigma_a\equiv\boldsymbol\sigma\cdot\mathbf a.$$

Define $\boldsymbol\delta_i=\mathbf n_i\times\boldsymbol\epsilon_i$. Transversality gives $\sigma_{\epsilon_3}\sigma_{n_3}=-i\sigma_{\delta_3}$ and $\sigma_{n_1}\sigma_{\epsilon_1}=i\sigma_{\delta_1}$, so the second term is $\sigma_{\delta_3}\sigma_{\epsilon_2}\sigma_{\delta_1}$. Now use

$$\sigma_a\sigma_b\sigma_c=i\,\mathbf a\cdot(\mathbf b\times\mathbf c)+\boldsymbol\sigma\cdot[\mathbf a(\mathbf b\cdot\mathbf c)-\mathbf b(\mathbf a\cdot\mathbf c)+\mathbf c(\mathbf a\cdot\mathbf b)].$$

Reversing the order of emission changes the sign of the scalar part and preserves the vector part. In the sum over six orderings the scalar part cancels. It is the part that acts on the spin singlet, so parapositronium does not decay to three photons at this order.

The vector part is twice the sum over the choice of middle photon. Consider the term $\boldsymbol\epsilon_1(\boldsymbol\epsilon_2\cdot\boldsymbol\epsilon_3)$: it has coefficient $-1$ when photon 1 is in the middle and $+1$ in the other two cases, in total $+1$. Collecting the $\boldsymbol\delta$ terms in the same way gives

$$M=\frac{e^3}{m}\,\eta^\dagger\boldsymbol\sigma\cdot\mathbf V\,\xi,$$

$$\mathbf V=\sum_{\rm cyc}\big[\boldsymbol\epsilon_1(\boldsymbol\epsilon_2\cdot\boldsymbol\epsilon_3-\boldsymbol\delta_2\cdot\boldsymbol\delta_3)+\boldsymbol\delta_1(\boldsymbol\epsilon_2\cdot\boldsymbol\delta_3+\boldsymbol\delta_2\cdot\boldsymbol\epsilon_3)\big].$$

The prefactor is $-(e^3/4m^2)(2m)(-1)(2)=e^3/m$.

**Polarization sum.** For an outgoing photon of helicity $\lambda=\pm1$, $\boldsymbol\delta=i\lambda\boldsymbol\epsilon$. The coefficient of $\boldsymbol\epsilon_1(\boldsymbol\epsilon_2\cdot\boldsymbol\epsilon_3)$ in $\mathbf V$ becomes

$$1+\lambda_2\lambda_3-\lambda_1\lambda_2-\lambda_1\lambda_3 .$$

For three equal helicities this and its cyclic partners vanish. If photon 1 has the odd helicity, the coefficient is 4 and the two partners vanish, so $\mathbf V=4\boldsymbol\epsilon_1(\boldsymbol\epsilon_2\cdot\boldsymbol\epsilon_3)$.

The three photons lie in a plane with unit normal $\mathbf z$. Up to a phase, $\boldsymbol\epsilon=(\mathbf z\times\mathbf n-i\lambda\mathbf z)/\sqrt2$, and for $\lambda_2=\lambda_3$ this gives $\boldsymbol\epsilon_2\cdot\boldsymbol\epsilon_3=\tfrac12(\cos\theta_{23}-1)$. Thus $|\mathbf V|^2=4(1-\cos\theta_{23})^2$.

The angle follows from $(k_2+k_3)^2=(2p-k_1)^2$, that is, $2\omega_2\omega_3(1-\cos\theta_{23})=4m^2-4m\omega_1$, or

$$1-\cos\theta_{23}=\frac{2(1-x_1)}{x_2x_3}.$$

There are three choices of the odd photon and two overall helicity signs, so

$$\sum_{\rm pol}|\mathbf V|^2=32\,S,\qquad S=\Big(\frac{1-x_1}{x_2x_3}\Big)^2+\Big(\frac{1-x_2}{x_1x_3}\Big)^2+\Big(\frac{1-x_3}{x_1x_2}\Big)^2 .$$

**Spin average.** The sum over all spins is $\mathrm{Tr}(\boldsymbol\sigma\cdot\mathbf V\,\boldsymbol\sigma\cdot\mathbf V^*)=2|\mathbf V|^2$. The singlet contributes nothing, so the triplet average is one third of this:

$$\overline{\sum}|M|^2=\frac{64\,e^6}{3m^2}\,S .\tag{2}$$

### (b) The spectrum

The spin-averaged square does not depend on the orientation of the photon plane. After $\mathbf k_3$ is removed by momentum conservation, the phase space is

$$d\Phi_3=\frac{4\pi\omega_1^2d\omega_1\;2\pi\omega_2^2d\omega_2\,d\cos\theta_{12}}{(2\pi)^5\,8\omega_1\omega_2\omega_3}\,\delta(2m-\omega_1-\omega_2-\omega_3).$$

From $\omega_3^2=\omega_1^2+\omega_2^2+2\omega_1\omega_2\cos\theta_{12}$ one has $d\omega_3/d\cos\theta_{12}=\omega_1\omega_2/\omega_3$. The delta function then gives

$$d\Phi_3=\frac{d\omega_1d\omega_2}{32\pi^3}.$$

Insert this and (2) into (1), with $e^6=64\pi^3\alpha^3$:

$$\Gamma_0=\frac{m^3\alpha^3}{8\pi}\cdot\frac{1}{4m^2}\cdot\frac16\cdot\frac{m^2}{32\pi^3}\cdot\frac{64\cdot64\pi^3\alpha^3}{3m^2}\iint S\,dx_1dx_2=\frac{2m\alpha^6}{9\pi}\iint S\,dx_1dx_2 .$$

Each $x_i$ is at most 1, so at fixed $x_1=x$ the range of $x_2$ is $1-x\le x_2\le1$. Define $F(x)=\int_{1-x}^1S\,dx_2$.

For the first term of $S$, put $s=2-x=x_2+x_3$ and use

$$\frac1{x_2^2x_3^2}=\frac1{s^2}\Big[\frac1{x_2^2}+\frac1{x_3^2}+\frac2s\Big(\frac1{x_2}+\frac1{x_3}\Big)\Big].$$

Since $x_3$ runs over the same range as $x_2$, the contribution is

$$A(x)=\frac{2(1-x)^2}{s^2}\Big[\frac{x}{1-x}-\frac2s\ln(1-x)\Big]=\frac{2x(1-x)}{(2-x)^2}-\frac{4(1-x)^2\ln(1-x)}{(2-x)^3}.$$

The other two terms are equal by symmetry. With $y=x_3$ and $1-x_2=y-(1-x)$, together they give

$$\frac2{x^2}\int_{1-x}^1\Big(1-\frac{1-x}y\Big)^2dy=\frac2{x^2}\big[x+2(1-x)\ln(1-x)+x(1-x)\big].$$

Adding the pieces,

$$\boxed{\frac{d\Gamma_0}{dx}=\frac{2m\alpha^6}{9\pi}F(x)}$$

$$F=2\Big[\frac{x(1-x)}{(2-x)^2}-\frac{2(1-x)^2\ln(1-x)}{(2-x)^3}+\frac{2-x}x+\frac{2(1-x)\ln(1-x)}{x^2}\Big].$$

This is the distribution of one labelled photon. The number of photons per decay and unit $x$ is $3F/\int_0^1F\,dx$.

**Soft end.** Put $x_2=1-x+xt$ with $0<t<1$. As $x\to0$, $S\to1+(1-t)^2+t^2$, so

$$F\to x\int_0^1[1+(1-t)^2+t^2]\,dt=\frac{5x}3 .$$

There is no infrared divergence: the amplitude stays finite and the range of $x_2$ shrinks with $x$. The formula fails when $\omega$ is of order $m\alpha^2$, comparable with the atomic level spacings, because the binding can then no longer be ignored between emissions. Above that scale the binding corrections fade slowly, as $\alpha\sqrt{m/\omega}$ in relative size, and are still several per cent at $\omega=100\,m\alpha^2\approx2.7$ keV.

**Hard end.** At $x=1$ the other two photons travel opposite to the first, $S=2$ and $F(1)=2$. With $y=1-x$ small, $F\simeq2+6y+4y\ln y$, so the slope in $x$ grows logarithmically without bound as the endpoint is approached.

### (c) The total rate

By symmetry each term of $S$ has the same double integral, so $\int_0^1F\,dx=3\int_0^1A\,dx$. With $t=1-x$,

$$\int_0^1A\,dx=2\int_0^1\Big[\frac{t(1-t)}{(1+t)^2}-\frac{2t^2\ln t}{(1+t)^3}\Big]dt .$$

For the first part, $u=1+t$ gives

$$\int_1^2\Big(-1+\frac3u-\frac2{u^2}\Big)du=3\ln2-2 .$$

For the second, decompose

$$\frac{t^2}{(1+t)^3}=\frac1{1+t}-\frac2{(1+t)^2}+\frac1{(1+t)^3}.$$

The three logarithmic integrals are as follows.

- Expanding in powers of $t$: $\int_0^1\frac{\ln t}{1+t}dt=-\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}=-\frac{\pi^2}{12}$.
- By parts with the antiderivative $t/(1+t)$: $\int_0^1\frac{\ln t}{(1+t)^2}dt=-\int_0^1\frac{dt}{1+t}=-\ln2$.
- By parts with $\frac{t^2+2t}{2(1+t)^2}$: $\int_0^1\frac{\ln t}{(1+t)^3}dt=-\frac12\int_0^1\frac{t+2}{(1+t)^2}dt=-\frac12\ln2-\frac14$.

Their combination is $-\frac{\pi^2}{12}+\frac32\ln2-\frac14$. Therefore

$$\int_0^1A\,dx=2\Big[3\ln2-2+\frac{\pi^2}6-3\ln2+\frac12\Big]=\frac{\pi^2}3-3,$$

and $\int_0^1F\,dx=\pi^2-9$. The leading-order rate, known as the Ore–Powell rate, is

$$\boxed{\Gamma_0=\frac{2(\pi^2-9)}{9\pi}\,m\alpha^6}$$

The coefficient is $0.061512$. A numerical evaluation with full Dirac matrices, unreduced propagators and a finite-difference wave function gives $0.061496$. The relative difference is $2.6\times10^{-4}$, and nearly all of it comes from the numerical contact density, which is low by $2.5\times10^{-4}$.

**Reading the spectrum.** If $S$ were constant, phase space alone would give $6x$ photons per decay and unit $x$. The true values are 3.04 at $x=0.5$, 5.26 at $x=0.9$ and 6.90 at $x=1$, against 3, 5.4 and 6. The dynamics thus shows most clearly as an excess near the endpoint at 511 keV. The mean photon energy is $2m/3=340.7$ keV whatever the form of $S$, because three photons share $2m$.

### (d) The lifetime

In ordinary units $m$ becomes $mc^2/\hbar=7.76344\times10^{20}\ \mathrm{s^{-1}}$. With $\alpha=0.0072973526$,

$$\Gamma_0=0.061512\,\alpha^6\,\frac{mc^2}\hbar=7.2112\ \mu\mathrm s^{-1},\qquad \tau_0=\frac1{\Gamma_0}=138.67\ \mathrm{ns}.$$

The relative correction to the rate is

$$-10.2866\times2.32282\times10^{-3}=-0.023894,$$

so that

$$\Gamma_1=7.2112\times0.976106=7.0389\ \mu\mathrm s^{-1},\qquad \boxed{\tau_1=142.07\ \mathrm{ns}\approx142\ \mathrm{ns}}$$

The slower decay lengthens the lifetime by 3.4 ns.

At this order one may equally expand the reciprocal, $\tau\simeq\tau_0(1+10.2866\,\alpha/\pi)=141.99$ ns. The two values differ by a term of relative order $\alpha^2$, which a one-loop calculation does not fix; both round to 142 ns.

Starting from 142.07 ns, the rounded value would change only if omitted effects shifted the lifetime by at least $3.0\times10^{-3}$ of itself. For comparison, $\alpha^2\ln(1/\alpha)=2.6\times10^{-4}$, so a relative term of this form in the lifetime would need a coefficient of about 12 (about $-11$ if added to the factor multiplying the rate). A term in $(\alpha/\pi)^2$ would need a coefficient of about 560 in the lifetime (about $-550$ in the rate factor). Those coefficients are not calculated here, so the comparison makes the rounded value plausible but does not prove that it is stable. The one-loop prediction is 142 ns. Its decimals are not fixed at this order, since the two evaluations above already differ in the first one. The numerical output below lists the values used.

## Numbers as computed

```
alpha = 0.0072973526
1/alpha = 137.035999
electron rest energy = 510.999 keV
m c^2/hbar = 7.763441e+20 1/s
pi^2 - 9 = 0.8696044
integral of F by quadrature = 0.8696044
|psi(0)|^2 formula = 0.039789 (m alpha)^3
|psi(0)|^2 radial equation = 0.039779 (m alpha)^3
phase-space density formula = 1.007860e-03
phase-space density Monte Carlo = 1.007271e-03
rate coefficient formula = 0.061512 m alpha^6
rate coefficient Dirac matrices = 0.061496 m alpha^6
x = 0.10: energy = 51.1 keV, F = 0.16985, photons per decay per unit x = 0.5859
x = 0.25: energy = 127.7 keV, F = 0.43449, photons per decay per unit x = 1.4989
x = 0.50: energy = 255.5 keV, F = 0.88242, photons per decay per unit x = 3.0442
x = 0.75: energy = 383.2 keV, F = 1.28626, photons per decay per unit x = 4.4374
x = 0.90: energy = 459.9 keV, F = 1.52532, photons per decay per unit x = 5.2621
x = 1.00: energy = 511.0 keV, F = 2.00000, photons per decay per unit x = 6.8997
mean photon energy = 340.67 keV
fraction of photons with x > 0.5 = 0.7488
leading-order rate = 7.21117 1/microsecond
leading-order lifetime = 138.674 ns
input one-loop coefficient = -10.2866
alpha/pi = 2.3228195e-03
relative one-loop shift of rate = -0.023894
corrected rate = 7.03886 1/microsecond
corrected lifetime = 142.068 ns
lifetime with reciprocal expanded = 141.987 ns
increase of lifetime = 3.395 ns
alpha^2 ln(1/alpha) = 2.620e-04
relative lifetime change that spoils 142 ns = 3.038e-03
same, in units of (alpha/pi)^2 = 563
```
